# Residual error bounds for Hc = ESc: the choice of norm

An iterative solver for $Hc=ESc$ holds a trial vector $x$ and an energy estimate $\theta$. It can compute the residual

$$r=Hx-\theta Sx ,$$

but it does not know the eigenvalues. The problem is to find what the size of $r$ says about the error, and in which norm that size should be measured.

Throughout, $H$ is an $N\times N$ Hermitian matrix, $S$ is Hermitian and positive definite, $\theta$ is real, and $N\ge2$. The matrix $S^{-1/2}HS^{-1/2}$ is Hermitian, so it has $N$ orthonormal eigenvectors $y_j$ with real eigenvalues $E_j$. The vectors $c_j=S^{-1/2}y_j$ then satisfy

$$Hc_j=E_jSc_j,\qquad c_i^\dagger Sc_j=\delta_{ij}.$$

The trial vector is normalized as $x^\dagger Sx=1$ unless stated otherwise. The Euclidean norm is $\|r\|_2=(r^\dagger r)^{1/2}$. "Error" means the distance from $\theta$ to the nearest eigenvalue of the matrix problem. The further error due to a finite basis is not included.

## (a) Which norm of the residual sees the eigenvalues?

**Problem.** Expand $x$ in the $c_j$ and find a quadratic form in $r$ that depends on the expansion weights and the distances $E_j-\theta$ alone.

**Solution.** The $c_j$ are $N$ linearly independent vectors, so $x=\sum_ja_jc_j$. Multiplying by $c_i^\dagger S$ gives $a_i=c_i^\dagger Sx$, and the normalization becomes $\sum_j|a_j|^2=1$. Inserting the expansion into the residual,

$$r=\sum_ja_j(Hc_j-\theta Sc_j)=\sum_ja_j(E_j-\theta)\,Sc_j .$$

The vectors $Sc_j$ are in general not orthogonal in the Euclidean sense, so $r^\dagger r$ contains cross terms. Multiplication by $S^{-1}$ gives $S^{-1}r=\sum_ja_j(E_j-\theta)c_j$, and therefore

$$r^\dagger S^{-1}r=\sum_{ij}a_i^*a_j(E_i-\theta)(E_j-\theta)\,c_i^\dagger Sc_j .$$

Orthonormality removes the terms with $i\ne j$. With the notation $\eta=(r^\dagger S^{-1}r)^{1/2}$,

$$\boxed{\eta^2=\sum_j|a_j|^2(E_j-\theta)^2}$$

This is the squared norm of $r$ in the $S^{-1}$ norm.

The result has a direct meaning. Let $S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle$ for basis functions $\chi_\mu$, and let $\psi=\sum_\mu x_\mu\chi_\mu$. Then $r_\mu=\langle\chi_\mu|(\hat H-\theta)\psi\rangle$. If $\hat H\psi$ is square integrable, its residual $(\hat H-\theta)\psi$ has a projection $\sum_\mu d_\mu\chi_\mu$ onto the basis. Matching overlaps with every $\chi_\mu$ gives $Sd=r$. The squared norm of the projected function is $d^\dagger Sd=r^\dagger S^{-1}r=\eta^2$. Thus $\eta$ is the length of a function, whereas $\|r\|_2$ is the length of a list of overlaps.

## (b) The eigenvalue bound

**Problem.** Bound the error by $\eta$, and extend the result to an $x$ of any normalization.

**Solution.** The weights $|a_j|^2$ are non-negative and sum to one. Each $(E_j-\theta)^2$ is at least as large as the smallest of them, so

$$\eta^2\ge\min_j(E_j-\theta)^2\sum_j|a_j|^2=\min_j(E_j-\theta)^2 .$$

Taking the positive square root,

$$\boxed{\min_j|E_j-\theta|\le\eta}$$

For any nonzero $x$, the vector $x/(x^\dagger Sx)^{1/2}$ is normalized and its residual is $r/(x^\dagger Sx)^{1/2}$. The general bound is therefore

$$\min_j|E_j-\theta|\le\frac{(r^\dagger S^{-1}r)^{1/2}}{(x^\dagger Sx)^{1/2}} .$$

The bound guarantees an eigenvalue in the interval $[\theta-\eta,\theta+\eta]$. It does not say which one: a small $\eta$ is no proof that the lowest state has been found.

## (c) The vector, and a sharper eigenvalue bound

**Problem.** Let $E_k$ be the eigenvalue nearest to $\theta$, and let $\gamma=\min_{j\ne k}|E_j-\theta|$ be positive. Bound the part of $x$ that is $S$-orthogonal to $c_k$. Then improve the eigenvalue bound for the Rayleigh quotient $\theta=x^\dagger Hx$.

**Solution.** The unwanted part is $x_\perp=\sum_{j\ne k}a_jc_j$, with $x_\perp^\dagger Sx_\perp=\sum_{j\ne k}|a_j|^2$. Dropping the term $j=k$ from the identity in (a) and using $|E_j-\theta|\ge\gamma$ in the others gives

$$\eta^2\ge\gamma^2\sum_{j\ne k}|a_j|^2,\qquad (x_\perp^\dagger Sx_\perp)^{1/2}\le\frac{\eta}{\gamma}.$$

For the second bound write $d_j=E_j-\theta$ and $\delta=E_k-\theta$. Since $x^\dagger Hx=\sum_j|a_j|^2E_j$, the Rayleigh quotient makes the mean of the $d_j$ vanish: $\sum_j|a_j|^2d_j=0$.

Suppose first that $\delta>0$. Every other eigenvalue has either $d_j\le-\gamma$ or $d_j\ge\gamma\ge\delta$. In the first case $d_j-\delta$ and $d_j+\gamma$ are both non-positive; in the second both are non-negative. For $j=k$ the first factor is zero. Hence $(d_j-\delta)(d_j+\gamma)\ge0$ for every $j$, and the weighted sum is

$$0\le\sum_j|a_j|^2\left[d_j^2+(\gamma-\delta)d_j-\gamma\delta\right]=\eta^2-\gamma\delta .$$

The middle term has dropped out because the mean vanishes. Thus $\delta\le\eta^2/\gamma$. If $\delta<0$, replace $H$ by $-H$ and $\theta$ by $-\theta$; this leaves $\eta$ and $\gamma$ unchanged and reverses the sign of $\delta$. If $\delta=0$ there is nothing to prove. In all cases

$$\boxed{|E_k-\theta|\le\frac{\eta^2}{\gamma}\qquad(\theta=x^\dagger Hx)}$$

For $N=2$ this is an equality. Both $d_1$ and $d_2$ are roots of $(d-d_1)(d-d_2)=0$, and the weighted sum of this expression gives $\eta^2+d_1d_2=0$. The product of the two distances is therefore $\eta^2$.

The bound $\eta^2/\gamma$ is sharper than the bound $\eta$ of (b) only when $\eta<\gamma$. The vector bound is informative under the same condition, since $(x_\perp^\dagger Sx_\perp)^{1/2}\le1$ holds in any case.

These two bounds need a lower estimate of $\gamma$, which is information about the spectrum that the residual does not supply. The bound in (b) needs none.

## (d) What the Euclidean norm can guarantee

**Problem.** Let $s_1\le\dots\le s_N$ be the eigenvalues of $S$, with orthonormal eigenvectors $u_i$. Compare $\eta$ with $\|r\|_2$.

**Solution.** Write $r=\sum_i\rho_iu_i$. Since $S^{-1}u_i=u_i/s_i$,

$$\|r\|_2^2=\sum_i|\rho_i|^2,\qquad \eta^2=\sum_i\frac{|\rho_i|^2}{s_i}.$$

Replacing every $1/s_i$ by the smallest value, $1/s_N$, or by the largest, $1/s_1$, gives

$$\frac{\|r\|_2}{\sqrt{s_N}}\le\eta\le\frac{\|r\|_2}{\sqrt{s_1}} .$$

With (b), the guaranteed statement in terms of the Euclidean norm is

$$\boxed{\min_j|E_j-\theta|\le\frac{\|r\|_2}{\sqrt{s_1}}}$$

To guarantee an error of at most $\epsilon$ from the Euclidean norm, it is therefore enough to require $\|r\|_2\le\epsilon\sqrt{s_1}$; part (e) shows that this condition cannot be relaxed.

If the basis functions are normalized, $S$ has unit diagonal and trace $N$. The mean of the $s_i$ is then one, so $s_1\le1$, with equality only for $S=1$. A small $s_1$ signals near linear dependence: the function with coefficients $u_1$ has squared norm $u_1^\dagger Su_1=s_1$, although its coefficient vector has unit length.

## (e) Can the factor be reached?

**Problem.** For a given $S$ with $s_1<1$, decide whether the factor $s_1^{-1/2}$ is merely a weakness of the estimate. Require $\theta$ to be the Rayleigh quotient. Then find the corresponding factor when $x^\dagger x=1$ and $\theta$ is free.

**Solution.** The estimate in (d) loses nothing if $r$ lies along $u_1$. Choose $\beta>0$, $\tau\ge\beta$, and

$$H=\theta S+\beta\sqrt{s_1s_N}\,(u_Nu_1^\dagger+u_1u_N^\dagger)+\tau\sum_{1<i<N}s_iu_iu_i^\dagger ,\qquad x=\frac{u_N}{\sqrt{s_N}} .$$

This $x$ is normalized, because $u_N^\dagger Su_N=s_N$. The last sum gives zero when applied to it, so

$$r=(H-\theta S)x=\beta\sqrt{s_1}\,u_1,\qquad \|r\|_2=\beta\sqrt{s_1}.$$

Since $x^\dagger r=0$, we have $x^\dagger Hx=\theta x^\dagger Sx=\theta$, as required.

For the eigenvalues, try $c_\pm=(u_N/\sqrt{s_N}\pm u_1/\sqrt{s_1})/\sqrt2$. Then

$$(H-\theta S)c_\pm=\frac{\beta}{\sqrt2}\left(\sqrt{s_1}\,u_1\pm\sqrt{s_N}\,u_N\right)=\pm\frac{\beta}{\sqrt2}\left(\sqrt{s_N}\,u_N\pm\sqrt{s_1}\,u_1\right)=\pm\beta\,Sc_\pm .$$

The eigenvalues are thus $\theta\pm\beta$. The remaining $u_i$ give $(H-\theta S)u_i=\tau Su_i$, hence $\theta+\tau$, which is no closer. The error is $\beta$, and

$$\boxed{\frac{\text{error}}{\|r\|_2}=\frac{1}{\sqrt{s_1}}}$$

The factor is attained for every such $S$, so no smaller one can be guaranteed from $S$ and $\|r\|_2$ alone. The Euclidean norm by itself is not an error bound when $s_1<1$.

If instead $x^\dagger x=1$, then $x^\dagger Sx\ge s_1$, and the general bound of (b) acquires a second factor:

$$\min_j|E_j-\theta|\le\frac{\|r\|_2/\sqrt{s_1}}{\sqrt{s_1}}=\frac{\|r\|_2}{s_1}.$$

This is reached by $x=u_1$ with $Hu_1=(\theta+\beta)Su_1$ and no other eigenvalue closer to $\theta$: the residual is $\beta s_1u_1$ and the error is $\beta$. Here the vector is already an eigenvector and the shift is wrong. For a free $\theta$, then, the sharp factor is $1/\sqrt{s_1}$ when $x^\dagger Sx=1$ and $1/s_1$ when $x^\dagger x=1$. This example does not use the Rayleigh quotient, for which its residual would vanish.

As a numerical case, the overlap matrix of five normalized $s$ Gaussians on one centre, with exponents 0.2, 0.4, 0.8, 1.6 and 3.2 bohr$^{-2}$, has $s_1=1.722\times10^{-3}$. With $\beta=0.05$ hartree, the first construction gives $\|r\|_2=2.075\times10^{-3}$ hartree. The ratio is $0.05/0.002075=24.1=1/\sqrt{s_1}$. The second construction gives a factor of $581=1/s_1$.

## (f) Change of basis and practical evaluation

**Problem.** Determine how $\eta$ and $\|r\|_2$ respond to an invertible change of basis $T$, and find a way to compute $\eta$ without forming $S^{-1}$.

**Solution.** The new quantities are $H'=T^\dagger HT$, $S'=T^\dagger ST$ and $x'=T^{-1}x$. The residual becomes

$$r'=T^\dagger HTT^{-1}x-\theta T^\dagger STT^{-1}x=T^\dagger r .$$

Since $S'^{-1}=T^{-1}S^{-1}(T^\dagger)^{-1}$,

$$r'^\dagger S'^{-1}r'=r^\dagger T\,T^{-1}S^{-1}(T^\dagger)^{-1}\,T^\dagger r=r^\dagger S^{-1}r .$$

So $\eta$ is invariant, as the length of a function must be. The Euclidean norm becomes $(r^\dagger TT^\dagger r)^{1/2}$, which agrees with the old one for all $r$ only if $T$ is unitary. A threshold on $\|r\|_2$ therefore changes its meaning with the basis, even though the functions spanned and the energies are the same. For $T=S^{-1/2}$ the new overlap is the unit matrix, and the new Euclidean norm equals $\eta$.

For the computation, factor $S=LL^\dagger$ with $L$ lower triangular. Then $r^\dagger S^{-1}r=(L^{-1}r)^\dagger(L^{-1}r)$, so one solves $Lz=r$ and takes $\eta=\|z\|_2$.

If $S$ is singular, $S^{-1}$ does not exist and the redundant combinations must be removed first. If $S$ is nearly singular, a rounding error $e$ in $r$ can change $\eta$ by up to $\|e\|_2/\sqrt{s_1}$, by the inequality in (d) and the triangle inequality.

## (g) Two overlapping orbitals

**Problem.** Two normalized orbitals have overlap $\sigma$ with $0<\sigma<1$, and

$$H=\begin{pmatrix}\alpha+\Delta&\alpha\sigma\\ \alpha\sigma&\alpha-\Delta\end{pmatrix},\qquad \Delta>0 .$$

Find the residual and the error for the symmetric trial vector. Evaluate them for $\alpha=-0.5$ hartree, $\Delta=0.01$ hartree and $\sigma=0.99$.

**Solution.** The vectors $(1,\pm1)^T/\sqrt2$ are eigenvectors of $S$ with eigenvalues $1\pm\sigma$, so $s_1=1-\sigma$. The normalized trial vector is $x=(1,1)^T/\sqrt{2(1+\sigma)}$. Since $H-\alpha S=\mathrm{diag}(\Delta,-\Delta)$, its Rayleigh quotient is $\alpha$, and

$$r=\frac{\Delta}{\sqrt{2(1+\sigma)}}\begin{pmatrix}1\\-1\end{pmatrix},\qquad \|r\|_2=\frac{\Delta}{\sqrt{1+\sigma}} .$$

The eigenvalues follow from $\det(H-ES)=0$. With $\varepsilon=\alpha-E$ this reads $(\varepsilon+\Delta)(\varepsilon-\Delta)-\sigma^2\varepsilon^2=0$, so

$$E=\alpha\pm\frac{\Delta}{\sqrt{1-\sigma^2}},\qquad \frac{\text{error}}{\|r\|_2}=\frac{\sqrt{1+\sigma}}{\sqrt{(1-\sigma)(1+\sigma)}}=\frac{1}{\sqrt{1-\sigma}} .$$

This is the worst case of (e). Numerically, $\|r\|_2=0.01/\sqrt{1.99}=0.00709$ hartree, while the error is $0.01/\sqrt{0.0199}=0.0709$ hartree. The Euclidean residual is too small by a factor of 10. The $S^{-1}$ norm gives $\eta=0.0709$ hartree, equal to the error.

The antisymmetric combination explains the factor. The residual lies along the unit vector $u_1=(1,-1)^T/\sqrt2$, so $u_1^\dagger r=\|r\|_2$. The function with these coefficients has squared norm $1-\sigma$, so the $S$-normalized vector is $y=u_1/\sqrt{1-\sigma}$. Since $y^\dagger Sx=0$, its coupling to $x$ is $y^\dagger Hx=y^\dagger r=\|r\|_2/\sqrt{1-\sigma}$. Both $x$ and $y$ have diagonal energy $\alpha$, so in this orthonormal pair the eigenvalues are $\alpha$ plus or minus that coupling. For $\sigma\to0$ the ratio tends to one and the two norms agree. For $\sigma\to1$ at fixed $\Delta$ the error diverges; this is a limit of the model, because two orbitals that merge smoothly would also have $\Delta\to0$.

## (h) A hydrogen atom in two Gaussians

**Problem.** Treat the nonrelativistic hydrogen atom with a fixed nucleus in two normalized $s$ Gaussians, $g_a=(2a/\pi)^{3/4}e^{-ar^2}$ and $g_b$. In atomic units take $a=1$ and let $b$ approach $a$. The trial function is $g_a$. What happens to $\|r\|_2$, $\eta$ and the error?

**Solution.** Put $p=a+b$. The integral $\int e^{-pr^2}d^3r=(\pi/p)^{3/2}$ gives the overlap

$$S_{ab}=\left(\frac{2\sqrt{ab}}{p}\right)^{3/2}.$$

The kinetic energy is $\frac12\int\nabla g_a\cdot\nabla g_b\,d^3r=2ab\int r^2g_ag_b\,d^3r$. The mean of $r^2$ with weight $e^{-pr^2}$ is $3/(2p)$, so this equals $3abS_{ab}/p$. For the attraction, $\int e^{-pr^2}r^{-1}d^3r=2\pi/p$, which is $2\sqrt{p/\pi}$ times the overlap integral. Hence

$$H_{ab}=S_{ab}\left(\frac{3ab}{p}-2\sqrt{\frac p\pi}\right),\qquad \theta(a)=H_{aa}=\frac{3a}{2}-2\sqrt{\frac{2a}{\pi}} .$$

For $a=1$, $\theta=-0.0958$ hartree. With $x=(1,0)^T$ and $\sigma=S_{ab}$, the first component of $r$ vanishes and the second is $r_2=H_{ba}-\theta\sigma$. Since $(S^{-1})_{22}=1/(1-\sigma^2)$,

$$\|r\|_2=|r_2|,\qquad \eta=\frac{|r_2|}{\sqrt{1-\sigma^2}} .$$

Now let $b=a+h$ with small $h$, and write $g'=\partial g_a/\partial a$. Normalization gives $\langle g'|g_a\rangle=0$, and differentiating $\theta(a)=\langle g_a|\hat H|g_a\rangle$ gives $\langle g'|\hat H|g_a\rangle=\theta'(a)/2$. To leading order, therefore, $r_2=h\theta'(a)/2$ and $1-\sigma^2=h^2\langle g'|g'\rangle$. From $g'=(3/(4a)-r^2)g_a$, $\langle r^2\rangle=3/(4a)$ and $\langle r^4\rangle=15/(16a^2)$,

$$\langle g'|g'\rangle=\frac{15}{16a^2}-\frac{9}{16a^2}=\frac{3}{8a^2}.$$

The factor $h$ cancels in $\eta$ but not in $\|r\|_2$:

$$\|r\|_2\to0,\qquad \eta\to\sqrt{\frac23}\,a\left|\frac32-\sqrt{\frac{2}{\pi a}}\right| .$$

For $a=1$ the limit of $\eta$ is 0.5733 hartree. The error stays finite too: the two functions come to span $g_a$ and $g'$, whose coupling is nonzero, so the lower eigenvalue remains below $\theta$. The computed values, in hartree except for $s_1$ and $b$, are

| $b$ | $s_1$ | $\Vert r\Vert_2$ | $\eta$ | error |
|---|---|---|---|---|
| 0.5 | $8.5\times10^{-2}$ | 0.2620 | 0.6511 | 0.2826 |
| 0.9 | $2.1\times10^{-3}$ | 0.0385 | 0.5969 | 0.1589 |
| 0.99 | $1.9\times10^{-5}$ | 0.00354 | 0.5757 | 0.1388 |
| 0.999 | $1.9\times10^{-7}$ | 0.00035 | 0.5735 | 0.1370 |

In every row the Euclidean residual is smaller than the error and $\eta$ is larger. At $b=0.99$ the error is 3.78 eV, $\eta$ is 15.67 eV and $\|r\|_2$ is 0.096 eV.

The understatement there is a factor of 39, below the permitted $1/\sqrt{s_1}=230$. Two reductions account for this. First, $\eta/\|r\|_2=1/\sqrt{(1-\sigma)(1+\sigma)}$ is about $229.8/\sqrt2=162.5$. Second, the two-dimensional equality in (c) gives error$/\eta=\eta/\gamma$. With $\gamma=2.387$ hartree this is $0.5757/2.387=0.241$, and $162.5\times0.241=39$. The same equality reproduces the error itself: $0.5757^2/2.387=0.1388$ hartree.

The error in the table is $\theta-E_1$ within the two-function basis. At $b=0.99$, $E_1=-0.2346$ hartree, still far above the atom's ground-state energy of $-1/2$ hartree in this model. Neither residual norm measures that remaining basis error. The numerical check checks the bounds on random complex matrices and the Gaussian matrix elements by quadrature.

## Numbers as computed

```
random problems: size 6, number 300
largest error/eta found: 0.9999
worst case on the overlap of 5 Gaussians:
  s_min = 1.721941e-03, 1/sqrt(s_min) = 24.0985
  error = 0.050000 hartree
  Euclidean residual = 2.074814e-03 hartree
  error/Euclidean residual = 24.0985
  factor if x^+x = 1, free shift: 580.74
two-orbital model:
  alpha = -0.5, Delta = 0.01 hartree, sigma = 0.99
  s_min = 0.0100, 1/sqrt(s_min) = 10.0000
  eigenvalues = -0.570888, -0.429112 hartree
  Rayleigh quotient = -0.500000 hartree
  Euclidean residual = 0.007089 hartree
  eta = 0.070888, error = 0.070888 hartree
  error/Euclidean residual = 10.0000
hydrogen atom, trial = Gaussian of exponent a = 1.0 bohr^-2
 b = 0.5 bohr^-2: sigma = 0.91545206, s_min = 8.4548e-02
  theta = -0.095769, E_1 = -0.378417, E_2 = 1.403962 hartree
  error = 0.282648, eta = 0.651073, gamma = 1.499732 hartree
  Euclidean residual = 2.620092e-01 hartree
  error/Euclidean = 1.0788, 1/sqrt(s_min) = 3.4391
 b = 0.9 bohr^-2: sigma = 0.99792172, s_min = 2.0783e-03
  theta = -0.095769, E_1 = -0.254622, E_2 = 2.146949 hartree
  error = 0.158853, eta = 0.596877, gamma = 2.242719 hartree
  Euclidean residual = 3.846149e-02 hartree
  error/Euclidean = 4.1302, 1/sqrt(s_min) = 21.9355
 b = 0.99 bohr^-2: sigma = 0.99998106, s_min = 1.8939e-05
  theta = -0.095769, E_1 = -0.234618, E_2 = 2.291305 hartree
  error = 0.138849, eta = 0.575711, gamma = 2.387075 hartree
  Euclidean residual = 3.543199e-03 hartree
  error/Euclidean = 39.1875, 1/sqrt(s_min) = 229.7850
  in eV: error 3.7783, eta 15.6659, Euclidean 0.09642
 b = 0.999 bohr^-2: sigma = 0.99999981, s_min = 1.8769e-07
  theta = -0.095769, E_1 = -0.232754, E_2 = 2.305408 hartree
  error = 0.136985, eta = 0.573519, gamma = 2.401177 hartree
  Euclidean residual = 3.513830e-04 hartree
  error/Euclidean = 389.8440, 1/sqrt(s_min) = 2308.2463
 limit of eta for b -> a: 0.573275 hartree
```
